# Why Spin Splitting Vanishes along Gamma–M in Monolayer 2H Dichalcogenides

**Question.** A monolayer 2H dichalcogenide has no inversion centre, and spin-orbit coupling splits its valence band strongly at K. Yet on the straight line from Γ to M the two spin branches coincide at every point, not just at the ends. What enforces this, why does it not act at K, and what would lift it?

**Answer.**

## What the loss of inversion does

Consider a flat, free-standing, unstrained and nonmagnetic layer, described by a one-electron Hamiltonian with spin-orbit coupling. Let \(T\) be time reversal, which is antiunitary, sends \(\mathbf k\) to \(-\mathbf k\), and satisfies \(T^2=-1\) for spin one-half. If inversion \(I\) were also a symmetry, \(\Theta=IT\) would return \(\mathbf k\) to itself. Since \(I^2=1\) and \(I\) commutes with \(T\), \(\Theta^2=-1\).

An antiunitary operator obeys \(\langle\Theta a|\Theta b\rangle=\langle b|a\rangle\). Setting \(a=\psi\) and \(b=\Theta\psi\) gives

\[
\langle\Theta\psi|\Theta^2\psi\rangle=\langle\Theta\psi|\psi\rangle
\quad\Rightarrow\quad
-\langle\Theta\psi|\psi\rangle=\langle\Theta\psi|\psi\rangle
\quad\Rightarrow\quad
\langle\Theta\psi|\psi\rangle=0 .
\]

The states \(\psi\) and \(\Theta\psi\) would be orthogonal and equal in energy at every \(\mathbf k\). Without inversion this general reason for degeneracy is gone. Splitting is then permitted, but not required: another symmetry may still pair states at particular \(\mathbf k\).

To find it, put a metal-metal lattice vector of length \(a\) along \(x\), the projected metal-chalcogen bond along \(y\), and \(z\) normal to the layer. Then

\[
K=\left(\frac{4\pi}{3a},0\right),\qquad M=\left(0,\frac{2\pi}{\sqrt3\,a}\right).
\]

Two mirrors are symmetries. The layer mirror \(M_z\) (\(z\to-z\)) exchanges the two chalcogen sheets. The vertical mirror \(M_x\) (\(x\to-x\)) contains the projected bond. The reflection \(y\to-y\) is not a symmetry, because it moves the chalcogens to the empty sites on the other side of the metal. Inversion is the product of all three reflections, so with \(M_x\) and \(M_z\) present, inversion is absent exactly because \(y\to-y\) is. The two surviving mirrors protect Γ–M.

## Two mirrors that anticommute

A mirror is inversion followed by a half-turn about the mirror normal. Inversion leaves spin unchanged, since angular momentum is an axial vector. The half-turn about axis \(n\) acts on spin as \(e^{-i\pi\sigma_n/2}=-i\sigma_n\). With \(P_x\) and \(P_z\) the spatial reflections,

\[
M_x=P_x(-i\sigma_x),\qquad M_z=P_z(-i\sigma_z),\qquad M_x^2=M_z^2=-1 .
\]

The spin-orbit term is proportional to \((\nabla V\times\mathbf p)\cdot\boldsymbol\sigma\). Both factors of this scalar product are axial vectors, so it is unchanged when a symmetry of the potential \(V\) acts on space and spin together. The full Hamiltonian \(H\) therefore commutes with both mirrors.

For the lattice-periodic part of a Bloch state, the Hamiltonian is \(H(\mathbf k)=e^{-i\mathbf k\cdot\mathbf r}He^{i\mathbf k\cdot\mathbf r}\). Conjugation by \(M_x\) replaces \(\mathbf r\) by its reflection, and reflecting \(\mathbf r\) in \(\mathbf k\cdot\mathbf r\) is the same as reflecting \(\mathbf k\):

\[
M_xH(k_x,k_y)M_x^{-1}=H(-k_x,k_y),\qquad
M_zH(\mathbf k)M_z^{-1}=H(\mathbf k).
\]

The second relation holds at every in-plane \(\mathbf k\), so each state can be given an \(M_z\) eigenvalue \(+i\) or \(-i\). On Γ–M, where \(k_x=0\), \(M_x\) commutes with \(H(\mathbf k)\) as well.

The spatial reflections commute, but the spin matrices anticommute:

\[
M_xM_z=-P_xP_z\,\sigma_x\sigma_z
=+P_zP_x\,\sigma_z\sigma_x=-M_zM_x .
\]

The last equality uses \(M_zM_x=-P_zP_x\sigma_z\sigma_x\). Now take an eigenstate on Γ–M with \(M_z\psi=i\psi\). Its reflected partner obeys

\[
M_z(M_x\psi)=-M_x(M_z\psi)=-i\,(M_x\psi).
\]

The partner has the same energy, because \(M_x\) commutes with \(H(\mathbf k)\) on this line. It is orthogonal to \(\psi\), because the two have different eigenvalues of the unitary operator \(M_z\). Every level on the line is therefore at least twofold degenerate. The argument uses neither weak spin-orbit coupling nor a single-orbital band. A threefold rotation carries it to the other Γ–M lines.

The physical picture is simplest for a single orbital band. There \(M_z\) fixes the spin along \(z\), since an in-plane spin would be reversed by the layer mirror. The vertical mirror reverses \(S_z\) but leaves a wavevector on Γ–M alone. Spin up and spin down are thus mirror images travelling with the same \(\mathbf k\), and must have equal energy. With stronger orbital mixing the \(M_z\) label takes over the role of spin.

Time reversal did not enter. By itself it connects \(\mathbf k\) with \(-\mathbf k\), and on this line it forces degeneracy only at Γ and M, where these wavevectors are equivalent. This does not make the line safe in a magnet: a uniform magnetization is axial, \(M_z\) preserves only its \(z\) component and \(M_x\) only its \(x\) component, so no nonzero magnetization respects both mirrors.

## Why K is different

At K the vertical mirror leads to \(-K\), the other valley, and the other two vertical mirrors lead to points equivalent to it. The combination \(\Theta'=M_xT\) does bring K back to itself, but it provides no partner. Time reversal reverses both \(i\) and \(\sigma_x\), so it leaves \(-i\sigma_x\) unchanged and commutes with \(M_x\). Hence

\[
(M_xT)^2=M_x^2T^2=(-1)(-1)=+1 ,
\]

and the orthogonality proof used for \(IT\) fails. \(\Theta'\) also keeps the mirror label. If \(M_z\psi=i\psi\), then, since \(M_z\) commutes with \(T\) for the same reason,

\[
M_zM_xT\psi=-M_xTM_z\psi=-M_xT(i\psi)=+i\,M_xT\psi ,
\]

where the last sign comes from the antiunitarity of \(T\). The threefold rotation at K commutes with \(M_z\) and keeps the label too. No symmetry that preserves K exchanges the two labels, so their energies may differ.

## The splitting as a function of wavevector

Let \(\Omega(\mathbf k)\) be the valence energy in the \(M_z=-i\) sector minus that in the \(+i\) sector. For an orbital even under \(P_z\), \(-i\) belongs to spin up, so \(\Omega\) is spin up minus spin down. \(M_x\) exchanges the labels, as shown above. \(T\) also exchanges them, since \(M_zT\psi=T(i\psi)=-iT\psi\). The threefold rotation \(C_3\) does not. Therefore

\[
\Omega(-k_x,k_y)=-\Omega(k_x,k_y),\qquad
\Omega(-\mathbf k)=-\Omega(\mathbf k),\qquad
\Omega(C_3\mathbf k)=\Omega(\mathbf k).
\]

The first relation at \(k_x=0\) gives \(\Omega=-\Omega=0\).

Near Γ, for a valence state without orbital degeneracy, \(\Omega\) can be expanded in powers of \(k_\pm=k_x\pm ik_y\). Only odd orders survive \(\mathbf k\to-\mathbf k\). Under \(C_3\), \(k_\pm\) acquires the phase \(e^{\pm2\pi i/3}\), so the linear terms are excluded, as are \(k_+^2k_-\) and \(k_+k_-^2\). There remain \(k_+^3\) and \(k_-^3\), or in real form

\[
\mathrm{Re}\,k_+^3=k_x^3-3k_xk_y^2,\qquad
\mathrm{Im}\,k_+^3=3k_x^2k_y-k_y^3 .
\]

The second is even under \(k_x\to-k_x\) and is forbidden. To leading order,

\[
\Omega(\mathbf k)=c\,(k_x^3-3k_xk_y^2)=c\,k^3\cos3\varphi ,
\]

with \(\varphi\) measured from Γ–K. The factor \(\cos3\varphi\) is extremal along Γ–K and vanishes at \(\varphi=30^\circ\), a Γ–M direction.

## What sets the size at K

Symmetry permits a splitting at K; the orbital moment makes it large. Write the spin-orbit coupling as a sum over atoms \(j\), \(\sum_j\lambda_j\mathbf L_j\cdot\boldsymbol\sigma/2\), with \(\mathbf L\) in units of \(\hbar\). In a nondegenerate spatial state, \(\langle L_x\rangle\) and \(\langle L_y\rangle\), summed over atoms related by \(P_z\), vanish because \(P_z\) reverses these components. The first-order energies for spin up and down are \(\pm\tfrac12\sum_j\lambda_j\langle L_{z,j}\rangle\), so for an even orbital

\[
\Omega\simeq\sum_j\lambda_j\langle L_{z,j}\rangle .
\]

On Γ–M, \(P_x\) keeps \(\mathbf k\), maps each kind of atom to itself and reverses \(L_z=xp_y-yp_x\). A nondegenerate spatial state is an eigenstate of \(P_x\), so \(\langle L_{z,j}\rangle=-\langle L_{z,j}\rangle=0\). This is the first-order face of the general result.

At K no mirror quenches the moment. The metal orbitals \(d_{x^2-y^2}\) and \(d_{xy}\) combine into states with \(m=+2\) and \(m=-2\). Under \(C_3\) these acquire different phases, \(e^{-4\pi i/3}\) and \(e^{4\pi i/3}\), so they do not mix at K, and no spatial symmetry there makes them degenerate. If the valence state is one of them, \(|\langle L_z\rangle|\approx2\) and

\[
|\Omega(K)|\approx2\lambda_{\rm metal}.
\]

In the opposite valley the moment and the order of the spins are reversed. The large splitting at K and the zero on Γ–M thus belong to one function that changes sign between neighbouring valleys.

## Numbers for a band model

The example is a tight-binding model with five metal \(d\) orbitals and three \(p\) orbitals on each chalcogen: 11 spatial bands, or 22 with spin. Hopping follows from the atomic positions, and the on-site energies are chosen to respect the symmetry of the layer; the degeneracy on Γ–M is not put in separately. The lattice constant is 0.32 nm, the chalcogens lie 0.16 nm above and below the metal plane, and the spin-orbit constants are 0.20 eV for the metal and 0.05 eV for the chalcogen. The remaining parameters are in the numerical output. On a \(24\times24\) mesh the gap is 1.54 eV, equal to the direct gap at K.

At K the spatial valence state has weight 0.998 in \(d_{x^2-y^2}\) and \(d_{xy}\), and \(\langle L_z\rangle=-1.998\). The simple estimate is

\[
-2\times0.20\ \text{eV}=-0.400\ \text{eV}.
\]

The first-order formula with the actual orbital weights gives \(-0.3993\) eV; diagonalization with the full coupling gives \(\Omega(K)=-0.4030\) eV. The difference, 0.9 % of the full value, is the contribution of second and higher orders in \(\lambda\). At \(-K\) the splitting is \(+0.4030\) eV.

On Γ–M, sampled at 41 points in each of the six directions, the largest splitting among all 11 pairs of bands is \(2.5\times10^{-14}\) eV, which is rounding error. Three variations separate the causes:

- **Parameters.** With five random sets of on-site and hopping energies the line stays degenerate to \(2.0\times10^{-14}\) eV. In every set some pair at K splits by at least 0.189 eV. The zero is not a result of tuning.
- **Time reversal.** An added orbital term that is odd in \(\mathbf k\) but keeps both mirrors makes \(E(\mathbf k)\) and \(E(-\mathbf k)\) differ by up to 0.222 eV halfway to M. The splitting on the line remains at \(1.8\times10^{-14}\) eV.
- **Inversion.** If the lower chalcogen is moved to the site that restores an inversion centre, the splitting vanishes at K and at all 40 random wavevectors sampled, to \(1.8\times10^{-14}\) eV.

The angular dependence shows how special the line is. On a circle with radius half the length of Γ–M, \(\Omega\) is:

| Angle from Γ–K | \(\Omega\) (meV) |
|---|---|
| 0° | −55.34 |
| 10° | −45.71 |
| 20° | −23.96 |
| 30° | 0 |
| 40° | +23.96 |
| 60° | +55.34 |

A pure \(\cos3\varphi\) would give \(-55.34\times0.866=-47.9\) meV at 10°. The symmetries also permit \(\cos9\varphi\), which vanishes at 10°. If higher harmonics are neglected, the value there fixes the first amplitude as \(-45.71/0.8660=-52.78\) meV, leaving \(-55.34+52.78=-2.56\) meV for the second at 0°. Together they predict \(-26.39+2.56=-23.83\) meV at 20°, close to the computed \(-23.96\) meV.

Away from Γ the branches cross linearly. On this circle, one degree off the line, the splitting is already 2.39 meV. The circle's radius is \(11.336/2=5.668\ \text{nm}^{-1}\), so one degree is a sideways displacement of \(5.668\times0.01745=0.0989\ \text{nm}^{-1}\), and the slope is \(2.39/0.0989\approx24\) meV nm. The degeneracy covers the whole length of the line but has no width.

Close to Γ the splitting grows as \(k^{3.002}\), as the cubic law requires. The law holds only near Γ. With its coefficient fixed at 1 % of Γ–K, it gives 6.0 meV at one quarter of Γ–K and 48 meV at one half, against the computed 9.44 and 88.7 meV. Extended to K it gives 387 meV, close to the actual 403 meV, but since it fails in between, that agreement is accidental.

## What lifts the degeneracy

An **electric field** \(F\) along \(z\) breaks \(M_z\) but keeps \(M_x\). States on the line then carry \(M_x\) labels \(\pm i\), and nothing pairs them. Let \(D(F)\) be the energy difference between the two labels. Applying \(M_z\) reverses the field and, by anticommutation, exchanges the labels, so \(D(-F)=-D(F)\) and the leading term is linear. The spin must point along \(\pm x\) on the \(y\)-directed line, because \(\sigma_y\) and \(\sigma_z\) anticommute with \(M_x\) and have zero expectation value in its eigenstates. At Γ and M time reversal still forbids a splitting.

In the model, 1 MV/cm is 0.1 V/nm and shifts the chalcogen levels by \(\pm0.1\times0.16\) eV, or \(\pm16\) meV. The largest valence splitting on the line is 0.40 meV, and 0.80 meV at 2 MV/cm. Screening and field-induced mixing of orbitals within an atom are left out, so 0.40 meV is an estimate of scale, not a bound.

**Strain** along \(x\) keeps both mirrors for the \(y\)-directed line, which stays degenerate. It removes the threefold rotation and the other two vertical mirrors. With a 1 % stretch along \(x\), the other dimensions held fixed and the atoms moved affinely, the valence band splits by up to 6.6 meV on the other two Γ–M lines. This number is only a scale. It assumes hoppings that fall as \(d^{-5}\), \(d^{-3.5}\) and \(d^{-2}\) for \(dd\), \(pd\) and \(pp\) bonds, and other exponents give 6.1 to 6.8 meV. A 0.25 % contraction along \(y\) raises it to 8.3 meV, and shifting the chalcogens along \(y\) until the three bonds are equal, which both mirrors allow, raises it to 9.5 meV. Away from Γ the nodes of \(\Omega\) on those two lines survive small strain, because \(M_z\) is kept and \(\Omega\) still changes sign across them, but they bend off the straight lines. Close to Γ the strain permits a term linear in \(k_x\), which outweighs the cubic one, and only the node on the \(y\)-directed line remains.

A **magnetic field** along \(z\) is reversed by \(M_x\) and preserved by \(M_z\). It separates the two \(M_z\) labels. With spin and atomic orbital moments included, 1 T gives 0.12 meV halfway along Γ–M.

## Comparison with real monolayers

The parameters are round values, not a fit to a compound. They place the valence splitting at K in the range of the tungsten dichalcogenides, roughly 0.4 to 0.5 eV; in the molybdenum compounds it is roughly 0.15 to 0.2 eV. The chalcogen constant of 0.05 eV suits sulfur and is low for selenium, but the chalcogen weight at K is so small in this model that this hardly affects \(\Omega(K)\). In real monolayers the chalcogen share of this state is larger, so the estimate \(2\lambda_{\rm metal}\) is less accurate there. The gap is a one-electron model gap and omits electron-hole attraction. Real devices can break the assumption of a symmetric, unstrained environment: substrates and gates remove \(M_z\), and uneven mounting strains the layer. In the model, the largest valence splitting on the Γ–M lines rises from zero to about 0.4 meV at 1 MV/cm, or to roughly 6 to 10 meV for a 1 % stretch along \(x\), depending on how the atoms relax; the values grow almost in proportion to field and strain, and a 4 % stretch without relaxation gives 25 meV. The values at 1 MV/cm and at 1 % lie below the thermal energy of 25.9 meV at 300 K, whereas the splitting at K is 15.6 times that energy. An approximate degeneracy on Γ–M can therefore persist where the mirrors are only weakly broken, but in a layer without an inversion centre its exact form requires both of them.

## Computed results

```
lattice constant 0.32 nm, chalcogen height 0.16 nm
spin-orbit constants: metal 0.20 eV, chalcogen 0.05 eV
on-site z2; x2-y2,xy; xz,yz; px,py; pz (eV): -1.1 -1.5 -0.05 -3.5 -6.9
hopping dd s,p,d; pd s,p; pp s,p (eV): -0.9 0.25 0.23 3.7 -1.2 1.2 -0.45
length Gamma-K 13.090 1/nm, Gamma-M 11.336 1/nm
band gap on 24x24 mesh 1.543 eV; direct gap at K 1.543 eV
valence top at K minus valence top at Gamma 0.328 eV
largest splitting, all 11 pairs, six Gamma-M directions 2.5e-14 eV
commutator of Mx with H: Gamma-M 9.9e-16 eV, K 5.84 eV
five random parameter sets: largest Gamma-M splitting 2.0e-14 eV
   smallest of their largest splittings at K 0.189 eV
time reversal broken, mirrors kept: Gamma-M splitting 1.8e-14 eV
   largest |E(k)-E(-k)| at half Gamma-M 0.222 eV
inversion-symmetric stacking: largest splitting 1.8e-14 eV
signed valence splitting at K -0.4030 eV, at -K 0.4030 eV
first-order value at K -0.3993 eV
<Lz> at K -1.9980 hbar; weight of x2-y2,xy 0.9980
largest |<Lz>| of valence state on Gamma-M 3.0e-16 hbar
signed splitting at 0.25 of Gamma-K -9.444 meV
signed splitting at 0.50 of Gamma-K -88.686 meV
signed splitting at 0.75 of Gamma-K -269.401 meV
power of k near Gamma 3.0016
|k| = half Gamma-M,  0 deg from Gamma-K: -55.3375 meV
|k| = half Gamma-M, 10 deg from Gamma-K: -45.7147 meV
|k| = half Gamma-M, 20 deg from Gamma-K: -23.9621 meV
|k| = half Gamma-M, 29 deg from Gamma-K: -2.3876 meV
|k| = half Gamma-M, 30 deg from Gamma-K: 0.0000 meV
|k| = half Gamma-M, 31 deg from Gamma-K: 2.3876 meV
|k| = half Gamma-M, 40 deg from Gamma-K: 23.9621 meV
|k| = half Gamma-M, 60 deg from Gamma-K: 55.3375 meV
field 1 MV/cm: largest valence splitting on Gamma-M 0.3998 meV
field 2 MV/cm: largest valence splitting on Gamma-M 0.7996 meV
   |<sigma_x>| at half Gamma-M in 1 MV/cm 0.9932
strain 1 % along x: Gamma-M line along y 1.8e-14 eV
   other Gamma-M lines, largest valence splitting 6.623 meV
1 T along z: valence splitting at half Gamma-M 0.1174 meV
thermal energy at 300 K 25.85 meV
splitting at K over thermal energy 15.6
```
